# Acoustic-Phonon Mobility of a Ring-Shaped Band Minimum

Q: In an ordinary parabolic two-dimensional band, acoustic phonons give a mobility proportional to $1/T$ once $k_BT$ is well above the phonon energies. You say that a ring-shaped minimum changes the power. The phonons are the same, so where could a different power come from?

A: From the number of states into which a carrier can scatter. Take holes of charge $+e$, with their energy $\varepsilon$ counted upward from the band edge, and let

$$\varepsilon(k)=\frac{\hbar^2(k-k_0)^2}{2m}.$$

The minimum is a circle of radius $k_0$, and $m$ is the mass for radial motion. States below energy $\varepsilon$ fill the annulus between $k_0-p$ and $k_0+p$, with $p=\sqrt{2m\varepsilon}/\hbar$. As long as $p<k_0$, its area is

$$\pi\left[(k_0+p)^2-(k_0-p)^2\right]=4\pi k_0p .$$

Dividing by $4\pi^2$ gives the number of states per unit area and per spin, $k_0p/\pi$. Its energy derivative is the density of states,

$$g(\varepsilon)=\frac{k_0}{\pi}\frac{dp}{d\varepsilon}=\frac{k_0}{\pi\hbar}\sqrt{\frac{m}{2\varepsilon}} .$$

An ordinary parabolic band in two dimensions has constant $g$. Here $g$ grows toward the band edge, as in one dimension, because the slope $d\varepsilon/dk$ vanishes there while the two constant-energy circles keep a total length of $4\pi k_0$.

Q: That dispersion has a cusp at $k=0$. A real band is smooth there. Does the result survive?

A: Consider the smooth hat

$$\varepsilon(k)=E_0\left(\frac{k^2}{k_0^2}-1\right)^2 .$$

Near the ring, $k^2/k_0^2-1\approx2(k-k_0)/k_0$, so $\varepsilon\approx4E_0(k-k_0)^2/k_0^2$. Comparison with the first dispersion gives $m=\hbar^2k_0^2/(8E_0)$.

For $\varepsilon<E_0$, write $s=\sqrt{\varepsilon/E_0}$. The two circles are at $k^2=k_0^2(1\pm s)$, and the annulus has area $2\pi k_0^2s$. Hence

$$g=\frac{1}{4\pi^2}\frac{d(2\pi k_0^2s)}{d\varepsilon}=\frac{k_0^2}{4\pi\sqrt{\varepsilon E_0}}=\frac{k_0}{\pi\hbar}\sqrt{\frac{m}{2\varepsilon}},$$

where the last step uses $\sqrt{E_0}=\hbar k_0/\sqrt{8m}$. This is the same density of states.

The squared speed follows from $v=\hbar^{-1}d\varepsilon/dk$:

$$v^2=\frac{16E_0^2}{\hbar^2k_0^2}(1\pm s)s^2 .$$

Both circles contribute equally to $g$, because $|d(k^2)/d\varepsilon|$ is the same on each. The terms $\pm s$ cancel in the mean, leaving

$$\langle v^2\rangle=\frac{16E_0\varepsilon}{\hbar^2k_0^2}=\frac{2\varepsilon}{m}.$$

The first dispersion has $v^2=2\varepsilon/m$ on each circle. Below the hat top, the two bands therefore share both quantities needed for transport.

Q: Scattering across the ring needs a large phonon wavevector $q$, and the deformation coupling grows with $q$. Surely the rate depends on the scattering angle.

A: The coupling grows, but the phonon population falls. Let $D$ be a constant deformation potential, $\rho$ the areal density, $v_s$ the sound speed and $A$ the sheet area. I take unit overlap between the initial and final Bloch states. A phonon of frequency $v_sq$ has squared displacement amplitude $\hbar/(2\rho v_sqA)$, and its strain is $q$ times the displacement. Without the population factor,

$$|M_q|^2=D^2q^2\frac{\hbar}{2\rho v_sqA}=\frac{D^2\hbar q}{2\rho v_sA}.$$

Absorption carries the factor $N_q$ and emission $N_q+1$. Equipartition means $\hbar v_sq\ll k_BT$, so both factors are close to $k_BT/(\hbar v_sq)$. If the phonon energy is also neglected in energy conservation, the two processes add to

$$|M_q|^2(2N_q+1)\approx\frac{D^2k_BT}{CA},\qquad C=\rho v_s^2 .$$

The wavevector has cancelled. For this to hold over the whole ring, the largest phonon energy must obey $2\hbar v_sk_0\ll k_BT$.

Q: Even so, a hole going from the outer to the inner circle at the same angle reverses its velocity. You cannot just call the total scattering rate the momentum relaxation rate.

A: That needs the Boltzmann equation. For a field $F$ along $x$, let $f_0$ be the equilibrium occupation and $f_1$ its linear change. In the steady state,

$$eFv_x\frac{\partial f_0}{\partial\varepsilon}=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\left[f_1(\mathbf k)-f_1(\mathbf k')\right],$$

$$W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{D^2k_BT}{CA}\,\delta(\varepsilon-\varepsilon').$$

Try $f_1=-eF\tau(\varepsilon)v_x\,\partial f_0/\partial\varepsilon$. The term with $f_1(\mathbf k')$ sums $v_x$ over a whole energy shell, with equal weight per state. Every state has a partner at $-\mathbf k'$ with opposite velocity, so the sum vanishes. Reversals between the circles are included, and so are the scatterings that preserve velocity. The remaining term gives

$$\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{D^2k_BT}{C}\,g(\varepsilon).$$

The density of states is for one spin because this scattering conserves spin. Thus $\tau\propto\sqrt\varepsilon/T$, while the product

$$K=g\tau=\frac{\hbar C}{2\pi D^2k_BT}$$

does not depend on energy.

Q: Then holes near the edge have almost no lifetime, and that is where the density of states is largest. Does this not ruin the average?

A: They also move slowly. Both facts enter the conductivity. With a factor 2 for spin and $\langle v_x^2\rangle=\langle v^2\rangle/2=\varepsilon/m$,

$$\sigma=2e^2\int_0^\infty g\tau\,\langle v_x^2\rangle\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon
=\frac{2e^2K}{m}\int_0^\infty\varepsilon\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon .$$

The upper limit is infinite because $k_BT$ is assumed small compared with the energy at the ring centre. Integration by parts turns the last integral into $\int_0^\infty f_0\,d\varepsilon$, since $\varepsilon f_0$ vanishes at both ends. For nondegenerate holes, $f_0=e^{\eta-\varepsilon/k_BT}$, where $\eta$ is the chemical potential divided by $k_BT$. The integral is $k_BTe^\eta$, so

$$\sigma=\frac{2e^2Kk_BT}{m}e^\eta=\frac{e^2\hbar C}{\pi D^2m}e^\eta .$$

Q: There is no explicit temperature left. Where is the power law?

A: This $\sigma$ is at fixed $\eta$. Mobility is conductivity per carrier, and the carrier density is

$$n=2\int_0^\infty g f_0\,d\varepsilon
=\frac{2k_0}{\pi\hbar}\sqrt{\frac m2}\,e^\eta\int_0^\infty\varepsilon^{-1/2}e^{-\varepsilon/k_BT}d\varepsilon .$$

The integral equals $\sqrt{\pi k_BT}$. Therefore

$$n=N_ce^\eta,\qquad N_c=\frac{2k_0}{\hbar}\sqrt{\frac{mk_BT}{2\pi}} .$$

In $\mu=\sigma/(en)$ the factor $e^\eta$ cancels:

$$\mu=\frac{e\hbar C}{\pi D^2m}\,\frac{\hbar}{2k_0}\sqrt{\frac{2\pi}{mk_BT}}
=\frac{e\hbar^2C}{D^2k_0m^{3/2}\sqrt{2\pi k_BT}} .$$

With $D$, $C$, $k_0$ and $m$ held fixed, $\mu\propto T^{-1/2}$. The phonon population supplies $T^{-1}$. Typical carrier energies rise in proportion to $T$, where fewer final states are available, and this returns a factor $T^{1/2}$.

Q: Put numbers in. What does this give for a material with such a band?

A: Monolayer gallium selenide has a ring-like valence-band edge. I use round parameters in its rough regime: $k_0=2.5$ nm$^{-1}$, $E_0=80$ meV, $\rho=4.0\times10^{-6}$ kg/m$^2$, $v_s=4500$ m/s and $D=1$ eV. The last value is at the low end of what I consider plausible. They imply $C=81$ N/m and $m=0.744$ electron masses, or $6.78\times10^{-31}$ kg.

At 300 K, $k_BT=25.85$ meV. The relaxation time at $\varepsilon=k_BT$ is

$$\tau_T=\frac{K}{g(k_BT)}=\frac{\hbar^2C}{D^2k_0\sqrt{2mk_BT}}
=\frac{9.01\times10^{-67}}{(6.42\times10^{-29})(7.49\times10^{-26})}\ \text{s},$$

which is 187 fs. Comparing this expression with the mobility gives

$$\mu=\frac{e\tau_T}{\sqrt\pi\,m}=0.0250\ \text{m}^2/\text{Vs}=250\ \text{cm}^2/\text{Vs}.$$

The formula gives 306 cm$^2$/Vs at 200 K and 433 cm$^2$/Vs at 100 K.

Q: The hat is only about three times $k_BT$ high at 300 K. You extended an integral to infinity as if the top were not there.

A: The omission matters. Above $E_0$ the inner circle is gone. The density of states is half the ring expression, and the outer circle has $v^2=(2\varepsilon/m)(1+\sqrt{\varepsilon/E_0})$. The product $K$ is unchanged. With $x=\varepsilon/k_BT$ and $x_0=E_0/k_BT$, the elastic mobility divided by the formula is

$$R=\frac{1+\int_{x_0}^{\infty}x\sqrt{x/x_0}\,e^{-x}dx}{1-\tfrac12\operatorname{erfc}\sqrt{x_0}} .$$

The numerator contains the extra squared speed, and the denominator the missing states. At 300 K, $x_0=3.09$ and numerical integration gives $R=1.23$. The local exponent $d\ln\mu/d\ln T$ becomes $-0.03$. The elastic mobility is thus about 23% above the formula, and the temperature dependence that the formula predicts has almost disappeared.

Q: Then cool the sample.

A: That runs into the other limit. The largest phonon energy on the ring is $2\hbar v_sk_0=14.8$ meV, already above $k_BT$ at 100 K. The law needs $2\hbar v_sk_0\ll k_BT\ll E_0$, and the room between these bounds is

$$\frac{E_0}{2\hbar v_sk_0}=\frac{\hbar k_0}{16mv_s}\approx5.4 .$$

That is too little for two strong inequalities. For this hat, a wider window needs a larger $k_0$, a smaller radial mass or slower sound, with the other two held fixed.

To include both limits together, I solved the linearized Boltzmann equation for the hat numerically. The solution keeps the Bose factors, the phonon energies, the actual $q=|\mathbf k-\mathbf k'|$ and the scattering-in term. It uses 400 radial points and 64 angles, with energy conservation represented by Gaussians of width $0.08k_BT$. The Gaussian width leaves a numerical error below 1% in the acoustic mobilities, which are:

- 100 K: 531 cm$^2$/Vs, against 433 from the formula;
- 200 K: 313 cm$^2$/Vs, against 306;
- 300 K: 287 cm$^2$/Vs, against 250.

The mean exponent is about $-0.8$ between 100 and 200 K, and between $-0.2$ and $-0.3$ from 200 to 300 K. The good agreement at 200 K is not evidence for the power law, since the slope is changing there. If the sound speed is lowered to 5 m/s at fixed $C$, the same method gives an exponent of $-0.50$ between 30 and 60 K. Both inequalities then hold.

Q: Why does the phonon energy raise the mobility at 100 K? More ways of losing energy should mean more scattering.

A: It can act in either direction. Consider one phonon energy $xk_BT$ and a hole at $yk_BT$, and use the ring density of states. Relative to the elastic rate at $k_BT$, the total out-scattering rate is

$$r=\frac x2\left[\frac{N}{\sqrt{y+x}}+\frac{N+1}{\sqrt{y-x}}\right],\qquad N=\frac1{e^x-1},$$

where the emission term is present only for $y>x$. The elastic value is $1/\sqrt y$. For $y<x$, absorption alone remains. Since $xN<1$, the rate is less than half the elastic value. For small $x$ and $x\ll y$, expansion gives

$$\sqrt y\,r\approx1+\frac{x^2}{12}+\frac{x^2}{4y}+\frac{3x^2}{8y^2},$$

which is an increase. Slow holes are scattered less because they cannot emit, and fast holes more, in part because emission takes them toward the large density of states. The numerical solution gives the balance. At 300 K, finite phonon energy lowers the mobility by 5 to 6% relative to the slow-sound solution of the same hat. At 100 K, where $e^{-E_0/k_BT}$ is about $10^{-4}$ and the hat top hardly matters, the net effect is an increase.

Q: There is still a lifetime problem. Near the edge, $\hbar/\tau$ exceeds the energy itself, so the Boltzmann picture cannot hold there.

A: It cannot. The useful thermal measure is $\hbar/(\tau_Tk_BT)$, which is 0.14 at 300 K. Since $\tau_T\propto T^{-1/2}$, this ratio also varies as $T^{-1/2}$ and grows on cooling. It is proportional to $D^2$ and would reach one at 300 K for $D=2.7$ eV.

I estimated the effect of broadening with the self-consistent Born approximation,

$$\Sigma(E)=\frac{D^2k_BT}{C}\int_0^\infty\frac{g(\varepsilon)\,d\varepsilon}{E-\varepsilon-\Sigma(E)} .$$

With $G=1/(E-\varepsilon-\Sigma)$, the density of states at energy $E$ becomes $-\pi^{-1}\int g\,\mathrm{Im}\,G\,d\varepsilon$. In the conductivity, $K\varepsilon/m$ is replaced by $(\hbar/\pi)\int g(\varepsilon/m)(\mathrm{Im}\,G)^2d\varepsilon$. Numerical evaluation for the elastic ring lowers the 300 K mobility by 2% and leaves the local exponent at $-0.50$. This approximation omits crossed scattering diagrams, so it is an estimate of the size of the effect.

Q: A crystal does not have a perfectly circular ring either.

A: Add a sixfold warping $W\sin^2(3\theta)$, where $\theta$ is the direction of $\mathbf k$. The elastic rate still depends on energy alone, and opposite wavevectors still have opposite velocities, so $K$ is unchanged. What changes is $g$ and the shell mean of $v^2$, which now includes the tangential velocity. For a rough $W=10$ meV, independent of $k$ and added to the first dispersion, where the hat top plays no part, integration over angle and energy changes the 300 K mobility by less than 1%, with a local exponent of $-0.51$. This small change belongs to that model. On the hat at 300 K the same term is singular at $k=0$ and shifts the mobility by about 4%, and the shift depends on how the warping varies with $k$.

The opposite limit is different. For $k_BT\ll W$, the holes occupy six separate pockets, each parabolic in two directions. There $g$ is constant and $\langle v^2\rangle\propto\varepsilon$. At fixed $\eta$, $\sigma\propto KT$ is independent of temperature while $n\propto T$, so $\mu\propto T^{-1}$. If elastic equipartition scattering is retained as a model, the calculation at $k_BT=0.01W$ gives an exponent of $-1.01$. The inverse square root is thus not the zero-temperature law of a warped ring.

Q: And a channel under a gate may hold $10^{13}$ holes per cm$^2$. Is that nondegenerate?

A: Nearly, at 300 K. The ring gives $N_c=1.0\times10^{14}$ cm$^{-2}$. For Fermi statistics, $\int f_0\,d\varepsilon=k_BT\ln(1+e^\eta)$, and the density is

$$n=\frac{N_c}{\sqrt\pi}\int_0^\infty\frac{x^{-1/2}dx}{e^{x-\eta}+1}.$$

Solving for the stated density gives $\eta=-2.23$. The ratio of the two integrals, normalized to its nondegenerate value, raises the mobility by 2%. This leaves out screening by the holes.

Q: Would I then measure something near 290 cm$^2$/Vs in gallium selenide?

A: I would not predict that. The material is polar, and its optical phonons produce electric fields. For a rough estimate, take a mode of energy $\hbar\omega_0=30$ meV, cell charge $Z=4$, cell area $A_c=0.12$ nm$^2$, mode mass $M=75$ u and sheet screening length $r_s=3$ nm. A longitudinal displacement $u$ gives a polarization $Zeu/A_c$, and at wavevector $q$ this produces a sheet charge of amplitude $qZeu/A_c$. The electric potential in the sheet is that charge divided by $2\varepsilon_0q(1+r_sq)$, so $q$ cancels in the prefactor. The potential energy of a hole per unit displacement, and the resulting coupling, are

$$U_q=\frac{e^2Z}{2\varepsilon_0A_c(1+r_sq)},\qquad |M_q|^2=U_q^2\,\frac{\hbar A_c}{2M\omega_0A}.$$

Adding this mode to the numerical Boltzmann equation reduces the mobility from 531 to about 160 cm$^2$/Vs at 100 K, and from 287 to roughly 15 cm$^2$/Vs at 300 K. If the latter is converted to an effective $\tau_T$ by $\mu=e\tau_T/(\sqrt\pi\,m)$, then $\hbar/(\tau_Tk_BT)$ is about 2 or slightly more. The golden rule is no longer justified, so this value indicates strong scattering and is not a reliable prediction. The same ratio is about 0.6 for the 100 K value, which is therefore uncertain too.

Of the effects sized here, the neglect of polar phonons moves the number furthest, by more than a factor of ten at 300 K within the golden rule. Impurities, flexural phonons, free-carrier screening and any dependence of $D$ or the Bloch overlap on wavevector are also left out. So is piezoelectric scattering. The monolayer has no inversion centre, and its acoustic phonons, longitudinal and transverse, carry a coupling per strain of up to $e\,e_{11}/[2\varepsilon_0(1+r_sq)]$. For a rough piezoelectric constant $e_{11}=1.5\times10^{-10}$ C/m this is about 1 eV at $q=k_0$, as large as $D$, and larger at small $q$. For these parameters, the $T^{-1/2}$ expression describes only an idealized deformation-potential part of the acoustic scattering. A material that showed the law in its total mobility would need, among other things, weak optical and piezoelectric scattering, warping small compared with $k_BT$, and a wide window between $2\hbar v_sk_0$ and $E_0$.
